**Quasi-cubic wurtzite levels and the sign of the spin-orbit splitting**

The program examines the spacings between the \(\Gamma_9\) and \(\Gamma_7\) valence levels as functions of the crystal-field splitting \(\Delta_{\rm cr}\) and the cubic spin-orbit splitting \(\Delta_{\rm so}\). It also examines how \(\Delta_{\rm so}\) depends on the d weight \(w\) and the one-centre coefficients \(\zeta_p\) and \(\zeta_d\). Angular momentum matrices are built from the differential operator, and assertions confirm the reversed sign in \(t_2\) and the p–d coupling pattern of a tetrahedron. Further assertions compare the level formula, the level order and the axial weights with direct diagonalization for several sign combinations. First- and second-order expressions for \(\Delta_{\rm so}\) are compared with a 16-state model at reduced spin-orbit strength. At full strength the two model cases give \(-3.5\) and \(-63.9\) meV, and both become positive when \(\zeta_d\) is set to zero. With an axial shift in the first case, the full model and the quasi-cubic formula agree within the asserted 0.05 meV. Exchanging \(\Delta_{\rm cr}\) and \(\Delta_{\rm so}\) leaves the spacings unchanged but alters the axial weight of the upper \(\Gamma_7\) level from 0.002 to 0.703.

## Check in Python

```python
# Result under test: quasi-cubic wurtzite valence levels at k = 0,
#   E(G9)-E(G7+/-) = (C+S)/2 -/+ sqrt(((C+S)/2)^2 - 2*C*S/3),
# and the sign reversal of S by cation d(t2) admixture,
#   S = 1.5*((1-w)*zeta_p - w*zeta_d)  to first order.
# C: crystal-field splitting (planar minus axial orbital energy).
# S: cubic spin-orbit splitting E(G8)-E(G7).  w: d weight of the triplet.
# zeta_p, zeta_d: positive one-centre coefficients of L.S.
# Energies are in eV internally and are printed in meV or eV as labelled.
import numpy as np
import sympy as sp
from scipy.optimize import brentq

x, y, z = sp.symbols("x y z", real=True)
coords = (x, y, z)


def sphere_mean(expression):
    """Exact average of a polynomial over the unit sphere."""
    total = sp.Integer(0)
    for powers, coefficient in sp.Poly(sp.expand(expression), *coords).terms():
        if all(p % 2 == 0 for p in powers):
            top = sp.prod([sp.factorial2(p - 1) for p in powers])
            total += coefficient * top / sp.factorial2(sum(powers) + 1)
    return total


# Orbital order: p_x, p_y, p_z, d_yz, d_zx, d_xy, then the two e orbitals.
raw = [x, y, z, y*z, z*x, x*y, (x**2 - y**2)/2,
       (2*z**2 - x**2 - y**2)/(2*sp.sqrt(3))]
orbitals = [f / sp.sqrt(sphere_mean(f**2)) for f in raw]

# Angular momentum from its definition L = -i r x grad.
L = []
for k in range(3):
    a, b = coords[(k + 1) % 3], coords[(k + 2) % 3]
    rotated = [a*sp.diff(f, b) - b*sp.diff(f, a) for f in orbitals]
    L.append(-1j*np.array([[float(sphere_mean(g*h)) for h in rotated]
                           for g in orbitals]))

for k in range(3):
    assert np.allclose(L[k][3:6, 3:6], -L[k][:3, :3], atol=1e-12)
    assert np.allclose(L[k][6:, 6:], 0, atol=1e-12)
    assert np.allclose(L[k][:3, 3:], 0, atol=1e-12)
assert np.allclose(sum(m @ m for m in L),
                   np.diag([2.0]*3 + [6.0]*5), atol=1e-12)

spin = [np.array([[0, 1], [1, 0]], complex)/2,
        np.array([[0, -1j], [1j, 0]])/2,
        np.array([[1, 0], [0, -1]], complex)/2]


def bond_sum(directions, kind):
    """Sum sigma-like or pi-like p-d couplings over neighbour directions."""
    result = np.zeros((3, 5))
    for direction in directions:
        n = np.array(direction, float)
        n /= np.linalg.norm(n)
        place = dict(zip(coords, n))
        for j, f in enumerate(raw[3:]):
            radial = n*float(sp.N(f.subs(place)))
            if kind == "sigma":
                result[:, j] += radial
            else:
                gradient = np.array([float(sp.N(sp.diff(f, q).subs(place)))
                                     for q in coords])
                result[:, j] += gradient - n*np.dot(n, gradient)
    return result


tetrahedron = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
octahedron = [(1, 0, 0), (-1, 0, 0), (0, 1, 0),
              (0, -1, 0), (0, 0, 1), (0, 0, -1)]
for kind in ("sigma", "pi"):
    pattern = bond_sum(tetrahedron, kind)
    assert abs(pattern[0, 0]) > 0.1
    assert np.allclose(pattern/pattern[0, 0], np.eye(3, 5), atol=1e-12)
    assert np.allclose(bond_sum(octahedron, kind), 0, atol=1e-12)
sigma_pattern = bond_sum(tetrahedron, "sigma")
coupling_pattern = sigma_pattern/sigma_pattern[0, 0]
axis = np.ones(3)/np.sqrt(3)
axial = np.outer(axis, axis)


def orbital_matrix(e_d, v, axial_shift=0.0):
    h = np.diag([0.0]*3 + [e_d]*5)
    h[:3, 3:] = v*coupling_pattern
    h[3:, :3] = h[:3, 3:].T
    h[:3, :3] -= axial_shift*axial
    return h


def full_matrix(e_d, v, zeta_p, zeta_d, axial_shift=0.0):
    zeta = np.diag([zeta_p]*3 + [zeta_d]*5)
    h = np.kron(orbital_matrix(e_d, v, axial_shift), np.eye(2)).astype(complex)
    return h + sum(np.kron(zeta @ L[k], spin[k]) for k in range(3))


def cubic_splitting(e_d, v, zeta_p, zeta_d):
    """Quartet minus doublet energy among the six highest states."""
    e = np.linalg.eigvalsh(full_matrix(e_d, v, zeta_p, zeta_d))[-6:]
    quartet = e[2]
    return quartet - (e.sum() - 4*quartet)/2


def d_weight(e_d, v):
    vectors = np.linalg.eigh(orbital_matrix(e_d, v))[1]
    return float(np.sum(vectors[3:, -1]**2))


def wurtzite_levels(h, projector):
    """G9, upper G7, lower G7 energies and axial weights of the top six."""
    e, vectors = np.linalg.eigh(h)
    e, vectors = e[-6:], vectors[:, -6:]
    weights = np.real(np.sum(vectors.conj()*(projector @ vectors), axis=0))
    e_pair = e.reshape(3, 2).mean(axis=1)
    w_pair = weights.reshape(3, 2).mean(axis=1)
    g9 = int(np.argmin(w_pair))
    assert w_pair[g9] < 1e-10
    lower, upper = [i for i in range(3) if i != g9]
    order = [g9, upper, lower]
    return e_pair[order], w_pair[order]


def triplet_matrix(c, s):
    h = np.kron(c*(np.eye(3) - axial), np.eye(2)).astype(complex)
    return h + 2*s/3*sum(np.kron(L[k][:3, :3], spin[k]) for k in range(3))


def spacing_formula(c, s):
    mean = (c + s)/2
    root = np.sqrt(mean**2 - 2*c*s/3)
    return np.array([mean - root, mean + root])


projector6 = np.kron(axial, np.eye(2))
for c, s in [(0.04, 0.015), (0.04, -0.015), (-0.2, 0.02),
             (-0.03, -0.05), (0.01, 0.3)]:
    e, weight = wurtzite_levels(triplet_matrix(c, s), projector6)
    spacing = e[0] - e[1:]
    assert np.allclose(spacing, spacing_formula(c, s), atol=1e-12)
    assert (spacing[0]*spacing[1] < 0) == (c*s < 0)
    if c > 0 and s > 0:
        assert e[0] > e[1]
    if c < 0 and s < 0:
        assert e[0] < e[2]
    delta = s/3
    assert np.allclose(weight[1:], 2*delta**2/(e[1:]**2 + 2*delta**2),
                       atol=1e-10)
    swapped = wurtzite_levels(triplet_matrix(s, c), projector6)[0]
    assert np.allclose(swapped[0] - swapped[1:], spacing, atol=1e-12)


def perturbation_terms(e_d, v, zeta_p, zeta_d):
    separation = -e_d
    root = np.sqrt(separation**2 + 4*v**2)
    w = (1 - separation/root)/2
    e_top = (e_d + root)/2
    first = 1.5*((1 - w)*zeta_p - w*zeta_d)
    from_e = 1.5*w*zeta_d**2/(e_top - e_d)
    from_bonding = -0.75*w*(1 - w)*(zeta_p + zeta_d)**2/root
    return w, first, from_e, from_bonding


cases = {"A": (-4.0, 2.5, 0.020, 0.100), "B": (1.0, 1.0, 0.070, 0.100)}
splitting = {}
for name, (e_d, v, zp, zd) in cases.items():
    w, first, from_e, from_bonding = perturbation_terms(e_d, v, zp, zd)
    assert abs(w - d_weight(e_d, v)) < 1e-12
    # Weak coupling isolates first and second order from higher orders.
    scale = 0.1
    _, f1, f2, f3 = perturbation_terms(e_d, v, scale*zp, scale*zd)
    weak = cubic_splitting(e_d, v, scale*zp, scale*zd)
    assert abs(weak - f1 - f2 - f3) < 0.05*abs(f2 + f3)
    exact = cubic_splitting(e_d, v, zp, zd)
    control = cubic_splitting(e_d, v, zp, 0.0)
    assert exact < 0 < control
    splitting[name] = exact
    print(f"Case {name}: d energy relative to p = {e_d:.2f} eV")
    print(f"Case {name}: p-d coupling V = {v:.2f} eV")
    print(f"Case {name}: zeta_p = {1e3*zp:.1f} meV")
    print(f"Case {name}: zeta_d = {1e3*zd:.1f} meV")
    print(f"Case {name}: d weight w = {w:.4f} (dimensionless)")
    print(f"Case {name}: threshold weight = {zp/(zp+zd):.4f} (dimensionless)")
    print(f"Case {name}: p part of first order = {1500*(1-w)*zp:.3f} meV")
    print(f"Case {name}: d part of first order = {-1500*w*zd:.3f} meV")
    print(f"Case {name}: first-order Delta_so = {1e3*first:.3f} meV")
    print(f"Case {name}: second order from e = {1e3*from_e:.3f} meV")
    print(f"Case {name}: second order from bonding t2 = "
          f"{1e3*from_bonding:.3f} meV")
    print(f"Case {name}: sum through second order = "
          f"{1e3*(first+from_e+from_bonding):.3f} meV")
    print(f"Case {name}: full-model Delta_so = {1e3*exact:.3f} meV")
    print(f"Case {name}: control with zeta_d = 0 = {1e3*control:.3f} meV")

# Locate the sign change without using the first-order formula.
e_d, v, zp, zd = cases["A"]
weak_crossing = brentq(
    lambda q: cubic_splitting(e_d, q, 0.01*zp, 0.01*zd), 0.5, 4.0)
assert abs(d_weight(e_d, weak_crossing) - zp/(zp + zd)) < 1e-4
crossing = brentq(lambda q: cubic_splitting(e_d, q, zp, zd), 0.5, 4.0)
print(f"Case A: full-model sign change at V = {crossing:.4f} eV")
print(f"Case A: d weight at sign change = {d_weight(e_d, crossing):.4f} "
      "(dimensionless)")

# Compare the full axial model with separately determined C and S.
shift = 0.050
spin_free = np.linalg.eigvalsh(orbital_matrix(e_d, v, shift))[-3:]
crystal = spin_free[1:].mean() - spin_free[0]
assert abs(spin_free[2] - spin_free[1]) < 1e-12
projector16 = np.zeros((16, 16))
projector16[:6, :6] = projector6
full_e, _ = wurtzite_levels(full_matrix(e_d, v, zp, zd, shift), projector16)
full_spacing = full_e[0] - full_e[1:]
predicted = spacing_formula(crystal, splitting["A"])
# The axial shift slightly changes hybridization; 0.05 meV allows for this.
assert np.allclose(full_spacing, predicted, atol=5e-5)
assert full_e[1] > full_e[0] > full_e[2]
print(f"Wurtzite A: axial shift on anion p = {1e3*shift:.1f} meV")
print(f"Wurtzite A: Delta_cr = {1e3*crystal:.3f} meV")
for label, direct, formula in zip(("upper", "lower"), full_spacing, predicted):
    print(f"Wurtzite A: G9 minus {label} G7, full = {1e3*direct:.3f} meV")
    print(f"Wurtzite A: G9 minus {label} G7, formula = {1e3*formula:.3f} meV")

original_e, original_w = wurtzite_levels(
    triplet_matrix(crystal, splitting["A"]), projector6)
swapped_e, swapped_w = wurtzite_levels(
    triplet_matrix(splitting["A"], crystal), projector6)
assert abs(original_w[1] - swapped_w[1]) > 0.3
for label, energy in zip(("G9", "upper G7", "lower G7"), original_e):
    print(f"Quasi-cubic A: {label} energy = {1e3*energy:.3f} meV")
print(f"Quasi-cubic A: axial weight of upper G7 = {original_w[1]:.5f} "
      "(dimensionless)")
print(f"Exchanged parameters: G9 minus upper G7 = "
      f"{1e3*(swapped_e[0]-swapped_e[1]):.3f} meV")
print(f"Exchanged parameters: G9 minus lower G7 = "
      f"{1e3*(swapped_e[0]-swapped_e[2]):.3f} meV")
print(f"Exchanged parameters: axial weight of upper G7 = {swapped_w[1]:.5f} "
      "(dimensionless)")
print("no test failed")
```

Output:

```
Case A: d energy relative to p = -4.00 eV
Case A: p-d coupling V = 2.50 eV
Case A: zeta_p = 20.0 meV
Case A: zeta_d = 100.0 meV
Case A: d weight w = 0.1877 (dimensionless)
Case A: threshold weight = 0.1667 (dimensionless)
Case A: p part of first order = 24.370 meV
Case A: d part of first order = -28.148 meV
Case A: first-order Delta_so = -3.777 meV
Case A: second order from e = 0.541 meV
Case A: second order from bonding t2 = -0.257 meV
Case A: sum through second order = -3.493 meV
Case A: full-model Delta_so = -3.506 meV
Case A: control with zeta_d = 0 = 24.363 meV
Case B: d energy relative to p = 1.00 eV
Case B: p-d coupling V = 1.00 eV
Case B: zeta_p = 70.0 meV
Case B: zeta_d = 100.0 meV
Case B: d weight w = 0.7236 (dimensionless)
Case B: threshold weight = 0.4118 (dimensionless)
Case B: p part of first order = 29.021 meV
Case B: d part of first order = -108.541 meV
Case B: first-order Delta_so = -79.520 meV
Case B: second order from e = 17.562 meV
Case B: second order from bonding t2 = -1.939 meV
Case B: sum through second order = -63.896 meV
Case B: full-model Delta_so = -63.883 meV
Case B: control with zeta_d = 0 = 28.699 meV
Case A: full-model sign change at V = 2.2521 eV
Case A: d weight at sign change = 0.1680 (dimensionless)
Wurtzite A: axial shift on anion p = 50.0 meV
Wurtzite A: Delta_cr = 40.558 meV
Wurtzite A: G9 minus upper G7, full = -2.410 meV
Wurtzite A: G9 minus upper G7, formula = -2.403 meV
Wurtzite A: G9 minus lower G7, full = 39.452 meV
Wurtzite A: G9 minus lower G7, formula = 39.454 meV
Quasi-cubic A: G9 energy = 39.389 meV
Quasi-cubic A: upper G7 energy = 41.792 meV
Quasi-cubic A: lower G7 energy = -0.065 meV
Quasi-cubic A: axial weight of upper G7 = 0.00156 (dimensionless)
Exchanged parameters: G9 minus upper G7 = -2.403 meV
Exchanged parameters: G9 minus lower G7 = 39.454 meV
Exchanged parameters: axial weight of upper G7 = 0.70337 (dimensionless)
no test failed
```
